\section*{Choosing the oscillation amplitude for force recovery in atomic force microscopy}

\section{The question behind the amplitude setting}

A sharp tip on a stiff quartz sensor oscillates above a surface. As it comes closer, a short-range attraction may set in over a height of only about a tenth of a nanometre. The instrument records the change of oscillation frequency, whereas an electronic-structure calculation gives a force at each tip height. To compare them, one converts the computed force into a frequency shift, or the measured shift into a force. Tools that simulate such microscopes from computed forces therefore ask for an oscillation amplitude.

In the first direction the amplitude is simply that of the experiment. In the second it also decides whether the recovered force can be trusted. The inversion studied here, the Sader--Jarvis formula, can put a false feature into the force curve when the amplitude is comparable with, or several times, the length over which the force bends at an inflection.

\section{From force to frequency shift}

Let $k$ be the sensor stiffness, $f_0$ its free frequency and $a$ the amplitude, half the peak-to-peak travel. The closest approach is $z$, and repulsion is positive. The tip is at $z+a+q$, with
\[
m\ddot q+kq=F(z+a+q).
\]
The force is conservative and weak, so to leading order $q=a\cos\omega t$. Multiply by $\cos\omega t$ and average over a cycle. Since $\langle\cos^2\omega t\rangle=1/2$,
\[
\tfrac12(k-m\omega^2)a=\langle F\cos\omega t\rangle .
\]
With $\Omega=\Delta f/f_0$ small, $m\omega^2=k(1+\Omega)^2\simeq k(1+2\Omega)$, so the left side is $-ka\Omega$. Setting $u=\cos\omega t$ turns the average into
\begin{equation}
\Omega(z)=-\frac{1}{\pi ak}\int_{-1}^{1}F\bigl(z+a(1+u)\bigr)\frac{u\,du}{\sqrt{1-u^2}} .
\label{forward}
\end{equation}
The weight is large at both turning points, where the tip moves slowly, and has opposite signs there.

Take $F=e^{-\lambda z}$ and $x=\lambda a$. Differentiating $\int_{-1}^1 e^{-xu}(1-u^2)^{-1/2}du=\pi I_0(x)$ with respect to $x$ gives $-\int_{-1}^1 u\,e^{-xu}(1-u^2)^{-1/2}du=\pi I_1(x)$. Hence
\begin{equation}
\Omega=\frac{T(x)}{ak}e^{-\lambda z},\qquad T(x)=I_1(x)e^{-x}.
\label{transfer}
\end{equation}

\section{The inversion and what it guarantees}

To recover the exponential, multiply $\Omega$ by $ak/T=(k/\lambda)(x/T)$. For small $x$, $I_1\simeq x/2$ and $x/T\to2$. For large $x$, $I_1\simeq e^x/\sqrt{2\pi x}$ and $x/T\to\sqrt{2\pi}\,x^{3/2}$. An interpolation with both limits is
\begin{equation}
\frac{x}{T(x)}\simeq2\left[1+\frac{\sqrt x}{8}+\sqrt{\frac{\pi}{2}}\,x^{3/2}\right].
\label{interp}
\end{equation}
The middle term alters neither leading limit; it improves the region between them.

For the exponential, $\Omega(t)=\Omega(z)e^{-\lambda(t-z)}$, so
\begin{align*}
\int_z^\infty\Omega\,dt&=\frac{\Omega(z)}{\lambda},&
\int_z^\infty\frac{\Omega\,dt}{\sqrt{t-z}}&=\sqrt{\frac{\pi}{\lambda}}\,\Omega(z),\\
\int_z^\infty\frac{\Omega'(t)\,dt}{\sqrt{t-z}}&=-\sqrt{\pi\lambda}\,\Omega(z).
\end{align*}
The three terms of $(2k/\lambda)[\ldots]\Omega$ contain $1/\lambda$, $\sqrt a/(8\sqrt\lambda)$ and $a^{3/2}\sqrt{\pi\lambda/2}$. Replacing each by its integral gives
\begin{equation}
\hat F(z)=2k\int_z^\infty\left\{\left[1+\frac{\sqrt a}{8\sqrt{\pi(t-z)}}\right]\Omega(t)-\frac{a^{3/2}}{\sqrt{2(t-z)}}\frac{d\Omega}{dt}\right\}dt .
\label{sj}
\end{equation}
The hat marks a recovered force. No $\lambda$ remains, so the formula applies by linearity to sums of exponentials.

Its quality is measured by the gain, the ratio of recovered to true force:
\begin{equation}
G(x)=\frac2x\left[1+\frac{\sqrt x}{8}+\sqrt{\frac\pi2}\,x^{3/2}\right]T(x).
\label{gain}
\end{equation}
Evaluated for real $x$ from $10^{-4}$ to $10^4$, $|G-1|$ reaches at most 4.6\%; it tends to zero at both ends. If $F=\pm\int_0^\infty A(\lambda)e^{-\lambda z}d\lambda$ with $A\ge0$, the errors are weighted by positive numbers, and the total is also within 4.6\% of $|F|$. The van der Waals form is of this kind, because $(z+z_0)^{-2}=\int_0^\infty\lambda e^{-\lambda(z+z_0)}d\lambda$.

The guarantee is lost when exponentials of opposite sign cancel. A smooth onset at height $z_b$ with width parameter $w$ has, for $\sigma=(z-z_b)/w>0$,
\[
\frac1{1+e^\sigma}=e^{-\sigma}-e^{-2\sigma}+e^{-3\sigma}-\cdots .
\]
As $\sigma\to0$ the function tends to $1/2$, but the sum of the magnitudes, $1/(e^\sigma-1)$, diverges. A 4.6\% error in each term no longer limits the error of the sum.

\section{The length scale of an inflection}

At an inflection $z_{\rm inf}$, $F''=0$ and
\[
F'(z)\simeq F'_{\rm inf}+\tfrac12F'''_{\rm inf}(z-z_{\rm inf})^2 .
\]
When the slope is extremal in magnitude there, this matches $F'_{\rm inf}\cos[(z-z_{\rm inf})/L]$ to second order if
\begin{equation}
L=\sqrt{-F'_{\rm inf}/F'''_{\rm inf}} .
\label{length}
\end{equation}
The force is locally like a sine wave of wavenumber $1/L$, for which $x=iy$ with $y=a/L$. Since $I_1(iy)=iJ_1(y)$,
\[
T(iy)=iJ_1(y)e^{-iy}.
\]
Equation (\ref{gain}) then gives $|G-1|=0.10$, 0.36 and 0.96 at $a/L=0.25$, 1 and 3. The error is substantial once $a$ reaches $L$.

Two limits complete the picture. For small $x$, $T\simeq(x/2)(1-x)$, so
\[
G\simeq1+\frac{\sqrt x}{8}-x+\left(\sqrt{\frac\pi2}-\frac18\right)x^{3/2}.
\]
The first correction falls as $\sqrt{a/L}$, so reducing the amplitude removes the error slowly in the end. For large $y$ the last term of (\ref{gain}) dominates and $|G|\to\sqrt{2\pi y}\,|J_1(y)|\to2|\cos(y-3\pi/4)|$. Such modes are recovered with anything between nothing and twice their true strength.

At $a/L=3.83$, the first positive zero of $J_1$, an undamped sine force gives no frequency shift at all. Data at that one amplitude cannot reveal it, whatever the algorithm. A real force decays at large height, so its oscillating parts are damped and not strictly invisible, but weakly damped parts near this wavelength leave little signal.

\section{Where the false feature comes from}

Consider a point feature $F=P\,\delta(z-s_0)$. Equation (\ref{forward}) gives
\[
\Omega(z)=-\frac{P}{\pi a^2k}\frac{u}{\sqrt{1-u^2}},\qquad u=\frac{s_0-z-a}{a},
\]
for $|u|<1$; the extra $1/a$ comes from $du=ds/a$. Near either turning point, $1-u^2\simeq2(1-|u|)$. Define
\[
B=\frac{P}{\pi a^2k}\sqrt{\frac a2}=\frac{P}{\sqrt2\,\pi k a^{3/2}} .
\]
With the lower turning point at the feature, $\Omega\simeq B(s_0-z)^{-1/2}$ for $z<s_0$. With the upper one there, $\Omega\simeq-Bv^{-1/2}$ for $v=z+2a-s_0>0$.

These singular parts matter most in the derivative term of (\ref{sj}). Substituting $t=z+r$ shows that this term is
\[
\hat F_3(z)=-\sqrt2\,ka^{3/2}\,\frac{d}{dz}\int_z^\infty\frac{\Omega(t)}{\sqrt{t-z}}\,dt .
\]
Its prefactor times $B$ is $-P/\pi$.

For the lower turning point the integral, without $B$, is
\[
\int_z^{s_0}\frac{dt}{\sqrt{(s_0-t)(t-z)}}=\pi\quad(z<s_0),
\]
and zero for $z>s_0$. Its derivative is $-\pi\delta(z-s_0)$, so $\hat F_3=P\delta(z-s_0)$: the true feature.

For the upper turning point, let $\eta=z+2a-s_0$ and cut the integral at a distance $V\gg|\eta|$, where the local form ends. It becomes
\[
-\int_{\max(\eta,0)}^{V}\frac{dv}{\sqrt{v(v-\eta)}}\simeq-\ln\frac{4V}{|\eta|}
\]
on both sides of $\eta=0$. Its derivative is $1/\eta$, so $\hat F_3=-P/(\pi\eta)$. Adding point features to build a general force gives the echo
\begin{equation}
E(z)=\frac1\pi\,\mathrm{PV}\!\int\frac{F(s)}{s-z-2a}\,ds ,
\label{echo}
\end{equation}
where PV is the principal value. This is a leading, local law, for features narrow compared with $a$ and heights near the echo. The lower turning point returns the force; the upper one adds a copy of changed shape, $2a$ below the feature.

\paragraph{A narrow peak.}
Let $F=F_1w^2/[(s-s_0)^2+w^2]$ and $\sigma=s-s_0$. Partial fractions give
\[
\frac{1}{(\sigma^2+w^2)(\sigma-\eta)}=\frac{1}{\eta^2+w^2}\left[\frac1{\sigma-\eta}-\frac{\sigma+\eta}{\sigma^2+w^2}\right].
\]
Between symmetric distant limits the terms $1/(\sigma-\eta)$ and $\sigma/(\sigma^2+w^2)$ integrate to zero, and the rest gives $-\eta\pi/w$. Thus $E=-F_1w\eta/(\eta^2+w^2)$, with extremes $\pm F_1/2$ at $\eta=\mp w$. A numerical inversion for $w/a=0.005$ gave $+0.49F_1$ and $-0.51F_1$.

\paragraph{An attractive onset.}
For $F=-F_b$ below $z_b$ and zero above, (\ref{echo}) gives
\begin{equation}
E\simeq\frac{F_b}{\pi}\ln\frac{ca}{|\eta|},\qquad \eta=z+2a-z_b .
\label{stepecho}
\end{equation}
The local law ends at distances of order $a$, hence the undetermined constant $c$ of order one. A finite width $w$ rounds the peak at $|\eta|\sim w$. Near the echo centre the false force is positive, so attraction is underestimated there, and the flanks are broad. Farther away, at distances of order $a$, the sign can change.

\section{The amplitude window}

Let $d$ be the height of the inflection above the lowest $z$ in the data. The echo is strong when $a\gtrsim L$, and its centre lies in the data when $2a<d$. The suspect amplitudes are therefore
\begin{equation}
L\lesssim a\lesssim d/2 .
\label{window}
\end{equation}
The window is open when $L<d/2$, or equivalently
\[
S=\frac{d^2}{4}\frac{F'''_{\rm inf}}{F'_{\rm inf}}=-\left(\frac{d}{2L}\right)^2<-1 .
\]
This is an estimate of scales. It does not give the size of the error, and neither edge is sharp. Nor does a closed window guarantee an accurate force: when $L$ is only slightly above $d/2$, the error for a smooth onset of the form above can still reach about 10\% of the onset force.

\section{A worked force curve}

The model force is
\[
F=-\frac{HR}{6(z+z_0)^2}-\frac{F_b}{1+e^{(z-z_b)/w}},
\]
with $H=0.20$~nN\,nm, $R=3.0$~nm, $z_0=0.60$~nm, $F_b=500$~pN, $z_b=0.50$~nm and $w=0.030$~nm. The sensor has $k=1800$~N/m and $f_0=30$~kHz.

For the onset alone, $F'=(F_b/4w)\,\mathrm{sech}^2[(z-z_b)/2w]$. Since $\mathrm{sech}^2\xi\simeq1-\xi^2$, $F'''/F'=-1/(2w^2)$ at the centre and $L=\sqrt2\,w=0.042$~nm. The background changes this to 0.043~nm. With data starting at $z=0$, $d=0.50$~nm, the window is 0.043 to 0.25~nm, and $S=-33.5$.

Synthetic shifts were computed from (\ref{forward}) by Gauss--Chebyshev quadrature, on a grid of step $h=0.002$~nm up to 20~nm. For the inversion, each cell has a mean shift $\bar\Omega_j$ and a constant slope $(\Omega_{j+1}-\Omega_j)/h$. The square-root weight is integrated over the cell $m=j-i$ steps above height $z_i$:
\begin{align*}
r_m&=2\sqrt h\,(\sqrt{m+1}-\sqrt m),\\
\hat F_i&=2k\sum_{j\ge i}\left[\bar\Omega_j\left(h+\frac{\sqrt a\,r_m}{8\sqrt\pi}\right)-\frac{a^{3/2}}{\sqrt2}\frac{\Omega_{j+1}-\Omega_j}{h}\,r_m\right].
\end{align*}
No singular point has to be skipped. Halving $h$ at $a=0.20$~nm changes the force by at most 0.2~pN for $z$ up to 0.8~nm.

The table gives the largest error for $0\le z\le0.8$~nm, its height $z_e$, the expected echo centre $z_{\rm inf}-2a$, and the random force noise $\sigma_F$ at $z=0$. The errors are for noise-free data.

\begin{center}
\begin{tabular}{rrrrrr}
$a$ & $a/L$ & error & $z_e$ & $z_{\rm inf}-2a$ & $\sigma_F$\\
(nm) & & (pN) & (nm) & (nm) & (pN)\\
\hline
0.01 & 0.23 & 15 & 0.47 & 0.48 & 0.61\\
0.03 & 0.69 & 47 & 0.42 & 0.44 & 0.28\\
0.05 & 1.2 & 76 & 0.38 & 0.40 & 0.28\\
0.12 & 2.8 & 158 & 0.24 & 0.26 & 0.39\\
0.20 & 4.6 & 222 & 0.09 & 0.10 & 0.50\\
0.30 & 6.9 & 55 & 0.00 & $-0.10$ & 0.61\\
0.60 & 14 & 47 & 0.00 & $-0.70$ & 0.86\\
1.50 & 35 & 5 & 0.00 & $-2.50$ & 1.35
\end{tabular}
\end{center}

At $a=0.20$~nm and $z=0.088$~nm the true force is $-711$~pN and the recovered one $-489$~pN. The difference, $+222$~pN, is 44\% of the onset force and has the sign of (\ref{stepecho}). From $a=0.12$ to 0.20~nm that equation predicts a rise of $(500/\pi)\ln(0.20/0.12)=81$~pN; the table shows 64~pN. The agreement is rough, as expected of a leading logarithm when $w/a$ is only 0.25 to 0.15.

At the nominal upper edge itself, $a=0.25$~nm, the error is about 250~pN, larger than any tabulated value. Beyond the edge it does not vanish at once, nor does it fall steadily: it changes sign and is still about $-57$~pN at 0.40~nm and $-56$~pN at 0.50~nm. At 0.30~nm the echo centre is 0.10~nm below the data, but its flank is still inside. At 0.60~nm the height $z=0$ is 0.70~nm from the echo centre, farther than $a$, and the local law no longer applies; the error at this height is negative, so attraction is overestimated. The background there is $0.20\times3.0/(6\times0.60^2)=0.278$~nN, and 4.6\% of it is 13~pN, so most of the 47~pN error still comes from the onset. At 1.50~nm the largest error is 1\% of the onset force.

\section{Noise is a separate matter}

Let the shifts carry independent noise $\sigma_\Omega$ at each grid point. At large $a$ the slope term dominates. With $d_m=\sqrt{m+1}-\sqrt m$, the shift at $z_i$ has weight $-d_0$ and the one $m$ steps above has $d_{m-1}-d_m$, apart from a common factor. Adding squares,
\[
\sigma_F\simeq2\sqrt2\,C\,\frac{ka^{3/2}}{\sqrt h}\,\sigma_\Omega,\qquad
C^2=d_0^2+\sum_{m\ge1}(d_{m-1}-d_m)^2,
\]
and summation gives $C=1.165$. At small $a$ the plain integral dominates and $\sigma_F\simeq2k\sqrt{hZ}\,\sigma_\Omega$ for data range $Z$.

The table assumes frequency noise of 5~mHz at $a=0.05$~nm, varying as $1/a$. Then $\sigma_F$ falls as $1/a$ at first and later rises as $\sqrt a$, with its lowest tabulated values at 0.03 and 0.05~nm. At 0.05~nm the systematic error is 76~pN and the noise 0.28~pN. A smooth, low-noise curve is no evidence of a correct one.

\section{The model beside a real sensor}

The stiffness and frequency are rough values for a qPlus quartz sensor, which can be run at amplitudes near 0.05~nm at liquid-helium temperature. The onset is a chosen shape and represents no particular surface; a 20~nm range is long for short-range spectroscopy. Cutting the data at 5~nm changes the force at $z=0$ by 2.8~pN for $a=0.20$~nm. Amplitude calibration matters more: a 5\% error at $a=1.50$~nm changes that force by 6.5\%. For $a=0.05$~nm, averaging the force over the cycle gives a static deflection of at most 0.41~pm, and its second Fourier component a second harmonic of 0.005~pm. Thermal motion at 5~K, $\sqrt{k_BT/k}$, is 0.2~pm. All are small beside $w=30$~pm. If heights are read from the sensor base rather than from the true centre of oscillation, the static deflection changes the shift by up to 0.3\% of its peak value. For a uniform gradient the next term in the frequency is $|\Omega|/2$ of the first, at most 0.06\% here. The assumption most open to failure is a conservative, single-valued force. The steepest gradient is 4.3~N/m; if the tip apex or an adsorbate is softer than the gradient acting on it, it jumps, and none of these error estimates apply. Reversible apex relaxation is no error: it belongs to the force as a function of the height of the tip's base.

\section{Choosing the setting}

\begin{itemize}
\item To compare a computed force with an experiment, use the experimental amplitude in (\ref{forward}) and compare frequency shifts. This direction needs no inversion and produces no echo.
\item Before inverting, find the inflections of the computed force, evaluate $L$ and $d$, and avoid the window (\ref{window}) with a margin on both sides. In this example $a=0.03$~nm, already below $L$, still gives an error of 9\% of the onset force, and 0.01~nm gives 3\%.
\item An amplitude well above $d$ is an alternative if the data reach far enough, the amplitude is well calibrated and no other sharp feature lies near the upper turning point. The margin needed is large: in this example the error is 9\% of the onset force at $a=1.2d$, 4\% at $2d$, and about 1\% only at $3d$ and above.
\item Insert the recovered force in (\ref{forward}) and compare with the data. In the example the largest mismatch for $z$ up to 0.8~nm is 5.5\% of the peak shift at $a=0.01$~nm and 37\% at 0.20~nm. A small mismatch is necessary but not sufficient, since nearly invisible modes hardly contribute.
\item Repeat at another amplitude. A true feature stays, while an echo moves down by twice the increase. From 0.12 to 0.20~nm the expected move is 0.16~nm, and the error maximum moves from 0.24 to 0.09~nm.
\end{itemize}
